\section*{Alternating-twist multilayer graphene as independent bilayers and a monolayer}

\section{Result}

Layers $l=1,\dots,N$ are stacked with twists $+\theta/2$ for odd $l$ and $-\theta/2$ for even $l$. The statement concerns one electron in a given, non-interacting Hamiltonian.

\paragraph{Assumptions.}
\begin{enumerate}
\item Odd layers are in register: seen from above, their atoms coincide. The same holds among the even layers.
\item Every odd layer has the same in-plane Hamiltonian $h_+$, and every even layer the same $h_-$. Potentials that differ among layers of equal orientation are therefore excluded; a common offset between the odd and the even layers is allowed.
\item Tunnelling joins adjacent layers only. Its amplitude is the same function of the in-plane separation at every interface and is unchanged when the vertical separation changes sign.
\end{enumerate}

\paragraph{Theorem.} Let $n=\lfloor N/2\rfloor$, and let $T$ be the tunnelling operator from an even layer to an adjacent odd layer. A unitary transformation that mixes only layers of equal orientation turns $H$ into the direct sum of the $n$ bilayers
\begin{equation}
H_k=\begin{pmatrix}h_+&\lambda_kT\\ \lambda_kT^\dagger&h_-\end{pmatrix},
\qquad \lambda_k=2\cos\frac{\pi k}{N+1},\quad k=1,\dots,n,
\label{eq:result}
\end{equation}
and, if $N$ is odd, one further monolayer $h_+$.

Zero displacement field alone does not suffice. Register, equal interfaces and the absence of remote tunnelling are separate conditions. On the other hand, neither a small angle nor the Dirac approximation is needed.

\section{The tunnelling operator}

\paragraph{Lemma 1.} Under the assumptions, the block of $H$ from any even layer to any adjacent odd layer is the same operator $T$.

\paragraph{Proof.} Let $\mathbf r$ be an atom of the odd layer, $\mathbf r'$ one of the even layer, and $d$ the layer spacing. The matrix element is $t(\mathbf r-\mathbf r',+d)$ or $t(\mathbf r-\mathbf r',-d)$, depending on which layer is on top. These are equal by assumption 3. By assumption 1 the sets of positions $\mathbf r$ and $\mathbf r'$ do not depend on which odd and even layers were chosen. All matrix elements therefore agree. $\square$

Read upward through the stack, the blocks $H_{l,l+1}$ are $T,T^\dagger,T,\dots$, because the odd layer is alternately below and above the interface.

The example needs $T$ in momentum space. Let $\Omega$ be the unit-cell area, $N_c$ the number of cells per layer and $\boldsymbol\tau_X$ the position of sublattice $X$ in its cell. The Bloch states are
\begin{equation}
|\mathbf p,X\rangle=\frac1{\sqrt{N_c}}\sum_{\mathbf R}e^{i\mathbf p\cdot(\mathbf R+\boldsymbol\tau_X)}|\mathbf R+\boldsymbol\tau_X\rangle .
\end{equation}
Insert $t(\mathbf r)=\int\frac{d^2q}{(2\pi)^2}\,\tilde t(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$. The sum over the odd layer gives
\begin{equation}
\sum_{\mathbf R}e^{i(\mathbf q-\mathbf p)\cdot(\mathbf R+\boldsymbol\tau_X)}
=\frac{(2\pi)^2}{\Omega}\sum_{\mathbf G}\delta(\mathbf q-\mathbf p-\mathbf G)\,e^{i\mathbf G\cdot\boldsymbol\tau_X},
\end{equation}
and the sum over the even layer gives the conjugate phase with $\mathbf q=\mathbf p'+\mathbf G'$. The remaining delta function becomes a Kronecker symbol times $N_c\Omega/(2\pi)^2$, so that
\begin{equation}
\langle\mathbf p,X|T|\mathbf p',X'\rangle=\sum_{\mathbf G,\mathbf G'}\frac{\tilde t(\mathbf p+\mathbf G)}{\Omega}\,
e^{i\mathbf G\cdot\boldsymbol\tau_X-i\mathbf G'\cdot\boldsymbol\tau'_{X'}}\,\delta_{\mathbf p+\mathbf G,\mathbf p'+\mathbf G'} .
\label{eq:bloch}
\end{equation}
Near a Dirac point $\mathbf K$ the example keeps the three vectors $\mathbf G_j$ ($j=0,1,2$) that carry $\mathbf K$ to its equivalent corners. Take $\boldsymbol\tau_A=0$ and number the corners so that $\mathbf G_j\cdot\boldsymbol\tau_B=2\pi j/3$ up to multiples of $2\pi$. For rigid layers \eqref{eq:bloch} then gives these phases with one common amplitude $\tilde t(\mathbf K)/\Omega$. The example allows two amplitudes instead, $w_{AA}$ for equal and $w_{AB}$ for unequal sublattices. They are the same at every interface, so all interfaces still share one $T$:
\begin{equation}
T_j=\begin{pmatrix}w_{AA}&w_{AB}e^{-2\pi ij/3}\\ w_{AB}e^{2\pi ij/3}&w_{AA}\end{pmatrix}.
\end{equation}

\section{The layer chain}

Let $A$ be the matrix with odd layers as rows, even layers as columns, and $A_{ll'}=1$ for $|l-l'|=1$, otherwise $0$. With the odd layers listed first, Lemma 1 gives
\begin{equation}
H=\begin{pmatrix}1\otimes h_+&A\otimes T\\ A^{\mathsf T}\otimes T^\dagger&1\otimes h_-\end{pmatrix}.
\label{eq:H}
\end{equation}

\paragraph{Lemma 2.} For $k=1,\dots,n$ define
\begin{equation}
u_k(l)=\frac{2}{\sqrt{N+1}}\sin\frac{\pi kl}{N+1}\ (l\text{ odd}),\qquad
v_k(l)=\frac{2}{\sqrt{N+1}}\sin\frac{\pi kl}{N+1}\ (l\text{ even}).
\end{equation}
Then $Av_k=\lambda_ku_k$ and $A^{\mathsf T}u_k=\lambda_kv_k$. The $v_k$ are an orthonormal basis of the even layers. The $u_k$ are an orthonormal basis of the odd layers if $N$ is even. If $N$ is odd, the basis is completed by $u_0(l)=\sqrt{2/(N+1)}\,\sin(\pi l/2)$, for which $A^{\mathsf T}u_0=0$.

\paragraph{Proof.} Put $\kappa=\pi k/(N+1)$ and $\varphi_k(l)=\sin\kappa l$. The addition theorem gives
\begin{equation}
\varphi_k(l-1)+\varphi_k(l+1)=2\cos\kappa\,\sin\kappa l=\lambda_k\varphi_k(l).
\label{eq:chain}
\end{equation}
Since $\varphi_k(0)=0$ and $\varphi_k(N+1)=\sin\pi k=0$, the missing neighbours of layers $1$ and $N$ contribute nothing, and \eqref{eq:chain} holds on the open chain. For odd $l$ both neighbours are even, which gives $Av_k=\lambda_ku_k$. For even $l$ it gives $A^{\mathsf T}u_k=\lambda_kv_k$.

For the norm, the geometric sum
\begin{equation}
\sum_{l=0}^{N}e^{2i\kappa l}=\frac{e^{2\pi ik}-1}{e^{2i\kappa}-1}=0
\end{equation}
yields $\sum_l\sin^2\kappa l=\frac12\sum_{l=0}^N(1-\cos2\kappa l)=(N+1)/2$.

Now let $\tilde\varphi_k(l)=(-1)^l\varphi_k(l)$. Both neighbours of a layer acquire the sign opposite to its own, so $\tilde\varphi_k$ has eigenvalue $-\lambda_k$. For $k,k'\le n$ all $\lambda$ are positive, hence $\lambda_k\neq-\lambda_{k'}$. Eigenvectors of a real symmetric matrix with different eigenvalues are orthogonal, so
\begin{equation}
0=\sum_l\varphi_k\tilde\varphi_{k'}=\sum_{l\,\rm even}\varphi_k\varphi_{k'}-\sum_{l\,\rm odd}\varphi_k\varphi_{k'} .
\end{equation}
For $k=k'$ the odd and even parts thus have equal norm squared, $(N+1)/4$, which fixes the prefactor $2/\sqrt{N+1}$. For $k\ne k'$ the sum of the two parts vanishes as well, because $\lambda_k\ne\lambda_{k'}$. Each part is then zero separately.

There are $n$ even layers, so the $v_k$ are complete. For even $N$ there are also $n$ odd layers. For odd $N$ there are $n+1$, and the chain mode $k=(N+1)/2$ has $\lambda=0$. It is $\sin(\pi l/2)$, which vanishes on even layers and is $\pm1$ on the $(N+1)/2$ odd ones. This gives the norm of $u_0$ and, by \eqref{eq:chain}, $A^{\mathsf T}u_0=0$. It is orthogonal to every $\varphi_k$ with $k\le n$, and only odd layers enter that product, so $u_0\perp u_k$. $\square$

\section{Proof of the theorem}

Let $U$ and $V$ be the orthogonal matrices whose columns are the odd and even modes of Lemma 2, and let $W=\mathrm{diag}(U\otimes1,V\otimes1)$. Layer matrices and in-plane operators act on different factors, so
\begin{equation}
W^\dagger HW=\begin{pmatrix}U^{\mathsf T}U\otimes h_+&U^{\mathsf T}AV\otimes T\\ V^{\mathsf T}A^{\mathsf T}U\otimes T^\dagger&V^{\mathsf T}V\otimes h_-\end{pmatrix}.
\end{equation}
The diagonal blocks keep their form because $U^{\mathsf T}U=1$ and $V^{\mathsf T}V=1$. In the off-diagonal block, $u_k^{\mathsf T}Av_{k'}=\lambda_{k'}u_k^{\mathsf T}u_{k'}=\lambda_k\delta_{kk'}$, and $u_0^{\mathsf T}Av_k=0$. Odd mode $k$ therefore couples to even mode $k$ alone, which is \eqref{eq:result}. For odd $N$ the mode $u_0$ keeps $h_+$ and couples to nothing. The count is $2n=N$ or $2n+1=N$ layers. $\square$

The monolayer decouples by interference: each even layer receives equal and opposite amplitudes from the odd layers on its two sides.

\paragraph{Limits.} For $N=2$, $\lambda_1=1$ returns the bilayer. For $N=3$, $\lambda_1=\sqrt2$. For $N\to\infty$, $\lambda_1\simeq2-\pi^2/(N+1)^2$ tends to $2$: a layer deep in the stack tunnels in phase to two neighbours.

\paragraph{Unequal interfaces.} If interface $l$ has tunnelling $c_lT$ with real $c_l$, the same proof applies with the singular-value decomposition of the weighted $A$. For $N=5$ and $c=(x,1,1,x)$,
\begin{equation}
A^{\mathsf T}A=\begin{pmatrix}1+x^2&1\\1&1+x^2\end{pmatrix},
\end{equation}
so the factors are $\sqrt{2+x^2}$ and $x$. Outer interfaces stronger by 5\,\% give $1.761$ and $1.050$. A different ratio $w_{AA}/w_{AB}$ at each interface is not of the form $c_lT$ and is not covered.

\section{Magic angles}

In the Dirac model $h_\pm=\hbar v\,\boldsymbol\sigma\cdot(\mathbf p-\mathbf K_\pm)$, where the small rotation of the Pauli matrices has been dropped. The Dirac points are $k_\theta=|\mathbf K_+-\mathbf K_-|=2|\mathbf K|\sin(\theta/2)$ apart. The momentum transfers are
\begin{equation}
\mathbf G_j^+-\mathbf G_j^-=2\sin(\theta/2)\,\hat{\mathbf z}\times\mathbf G_j ,
\end{equation}
where $\mathbf G_j$ belongs to the untwisted layer. Their directions are fixed and their lengths scale with $k_\theta$. Measured in units of $k_\theta$ and $\hbar vk_\theta$, $H_k$ depends only on $w_{AA}/w_{AB}$ and
\begin{equation}
\alpha_k=\frac{\lambda_kw_{AB}}{\hbar vk_\theta}.
\end{equation}
At fixed $w_{AA}/w_{AB}$ the Dirac velocity, in units of $v$, is the same function of $\alpha_k$ in every sector. It has several minima, each at the same $\alpha$ in all sectors. Magic angles that belong to the same minimum therefore obey
\begin{equation}
\sin\frac{\theta_k}{2}=\lambda_k\sin\frac{\theta_{\rm bilayer}}{2}.
\label{eq:magic}
\end{equation}

\section{A five-layer stack}

Take rough typical values $a=0.246$ nm, $v=0.9\times10^6$ m/s, $w_{AB}=110$ meV and $w_{AA}=80$ meV; the smaller $w_{AA}$ represents lattice relaxation. At $\theta=1.85^\circ$, $k_\theta=0.550$ nm$^{-1}$ and $\hbar vk_\theta=592.4\times0.5498=325.7$ meV. The factors are $\sqrt3$ and $1$, hence
\begin{equation}
\alpha_1=\frac{1.732\times110}{325.7}=0.585,\qquad \alpha_2=\frac{110}{325.7}=0.338 .
\end{equation}
Unless stated otherwise, the numbers below keep the Pauli rotation; it moves the flat bands from the range $\pm2.8$ meV to the range 0.8 to 6.5 meV and leaves their width unchanged. The Dirac velocities are $0.002v$ and $0.39v$: one bilayer is nearly flat, while the other and the monolayer remain dispersive.

The theorem was tested on full stacks assembled interface by interface from \eqref{eq:bloch}. For $N=2$ to $6$, at one generic momentum, their levels differ from those of the separate sectors by at most $2\times10^{-11}$ meV.

The largest magic angle of each full stack, found by minimizing the Dirac velocity directly in a window around it and without Pauli rotation, is $1.072^\circ$, $1.516^\circ$, $1.735^\circ$ and $1.857^\circ$ for $N=2,3,4,5$. Equation \eqref{eq:magic} gives the same values. For $N=5$ it reads $2\arcsin(\sqrt3\sin0.5361^\circ)=1.857^\circ$. Keeping the rotation leaves this value unchanged to the printed digits.

Layer weights identify the sector. For $N=5$, $u_1=(1,2,1)/\sqrt6$ and $v_1=(1,1)/\sqrt2$, so the middle layer carries four times the weight of an outer one. At $M$, midway between adjacent Dirac points, the two flat states have average weights $0.083,0.250,0.333,0.250,0.083$ on layers 1 to 5. The ratios $1:4:1$ on the odd layers and $1:1$ on the even layers are those of $u_1$ and $v_1$.

\section{Where the decomposition fails}

\paragraph{Layer potential.} The modes satisfy $\varphi_k(N+1-l)=(-1)^{k+1}\varphi_k(l)$. For odd $N$ this reflection preserves the orientation of each layer, and a potential linear in $l$ is odd under it. It therefore joins only modes of opposite parity. For $N=5$, with $u_2=(1,0,-1)/\sqrt2$, $v_2=(1,-1)/\sqrt2$, $u_0=(1,-1,1)/\sqrt3$ and $x$ now denoting the diagonal matrix of layer positions $l-3$ (unit step per layer),
\begin{equation}
|u_1^{\mathsf T}xu_2|=\frac4{\sqrt{12}}=1.155,\quad |v_1^{\mathsf T}xv_2|=1,\quad |u_2^{\mathsf T}xu_0|=\frac4{\sqrt6}=1.633 .
\end{equation}
The field thus mixes the two bilayers, and the second bilayer with the monolayer. A step of 5 meV moves the flat levels at $M$ by up to 0.5 meV and puts 1.0\,\% of their weight outside the flat sector. The size is that of second-order mixing: at $M$ the flat states couple to the second bilayer's central levels by about 4.9 meV, and these levels lie 45 to 50 meV away. At the Dirac points the central levels of the two bilayers nearly coincide. The estimate then fails, and the same step mixes the sectors strongly.

\paragraph{Remote tunnelling.} Let aligned layers $l$ and $l+2$ be joined by an amplitude $g$ between atoms directly above one another. For $N=3$ the odd modes $(1,\pm1)/\sqrt2$ acquire energies $\pm g$, so the monolayer still decouples but is shifted by $-g$. For $N=5$ the mean shift of sector 1 is $4g/3$ on odd layers and $g$ on even layers. With half the weight on each, $g=10$ meV gives $11.7$ meV, the computed level change. The leakage at $M$ is only 0.02\,\%.

\paragraph{Inner and outer layers.} Lowering the inner three layers by 10 meV shifts the flat levels by $10\times(0.250+0.333+0.250)=8.3$ meV at first order, against a computed 8.4 meV. The leakage at $M$ is again 0.02\,\%; it is far larger at the Dirac point of the odd layers, where the monolayer has levels close to the flat ones.

\paragraph{Sliding.} If all even layers slide by $\mathbf s$, \eqref{eq:bloch} multiplies $T_j$ by $e^{-i\mathbf G_j^-\cdot\mathbf s}$. In the three-vector model each $j$ is tied to one moir\'e momentum transfer, so these phases are absorbed into the plane waves and the spectrum is unchanged: the moir\'e pattern has merely moved. In a commensurate lattice at a large angle, several pairs $\mathbf G,\mathbf G'$ can join the same two momenta with different phases, and the slide can then change the spectrum. The decomposition holds in both cases, because all interfaces still share one $T$. If the top layer alone slides, its $T_j$ acquire phases that the other interfaces lack, and $A\otimes T$ no longer describes the stack. At $M$, a slide of 0.02 nm along a bond gives 0.9 to 1.0\,\% leakage, depending on which of the three bonds; a full bond length, 0.142 nm, gives 16\,\%.

\paragraph{Interactions.} The summed density of the odd layers is $\sum_l\psi_l^\dagger\psi_l=\sum_kc_k^\dagger c_k$, since $U$ is orthogonal, and likewise for the even layers. An interaction that depends only on the density summed over all layers keeps its form, but it still couples electrons in different sectors. The Coulomb energy at the moir\'e length of 7.6 nm, with relative permittivity 10, is 19 meV. This exceeds the flat-band width of 5.7 meV found on a $6\times6$ momentum grid, so the single-particle bands do not settle the ground state.

\section{Relation to real stacks}

The parameters are of the size usual for graphene, and stacks of three to five layers with alternating twists of this order are made. In gated devices, layer potentials break assumption 2, and imperfect alignment breaks assumption 1. For the strengths chosen above, the first costs about 1\,\% of the flat states' weight at $M$, while a slide by one bond costs 16\,\% there. At the Dirac points, where levels of different sectors nearly coincide, both mix the sectors more strongly. A twist mismatch between odd layers destroys register over large distances and was not sized here.

The sector Hamiltonians carry errors of their own even where the decomposition holds. Trigonal warping changes the Dirac energy by up to 2\,\% at $k_\theta$. Multiplying the tunnelling by $e^{-\xi(|\mathbf q|-|\mathbf K|)}$, with $\mathbf q=\mathbf p+\mathbf G$ and an illustrative $\xi=0.2$ nm, preserves the decomposition but moves a flat level at the moir\'e zone centre by 28 meV, with the other parameters held fixed. Most of this is a common shift of both flat bands: their levels at $M$ and at the Dirac point rise by about 24 meV as well. The width on the same grid grows from 5.7 to 8.6 meV, so the band shape also depends on this detail. The width of 5.7 meV was computed for the simplified model only and is no prediction for a device, whereas the factors $\lambda_k$ do not depend on such details. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 0.246 nm, Dirac velocity 9.00e+05 m/s
hbar*v = 592.39 meV nm; W_AA = 80 meV, W_AB = 110 meV
example: N = 5, twist = 1.85 deg
k_theta = 0.5498 1/nm, moire length = 7.619 nm
hbar*v*k_theta = 325.68 meV
N = 2: tunnelling factors 1.0000
N = 3: tunnelling factors 1.4142
N = 4: tunnelling factors 1.6180 0.6180
N = 5: tunnelling factors 1.7321 1.0000
N = 6: tunnelling factors 1.8019 1.2470 0.4450
largest full-stack minus sector level difference, N=2..6: 1.6e-11 meV
bilayer 1: W_AA, W_AB = 138.56, 190.53 meV; W_AB/(hbar v k_theta) = 0.5850
  central levels at M 4.857, 5.170 meV; velocity/v 0.0018
bilayer 2: W_AA, W_AB = 80.00, 110.00 meV; W_AB/(hbar v k_theta) = 0.3378
  central levels at M -45.041, 49.722 meV; velocity/v 0.3874
monolayer: central levels at M -162.840, 162.840 meV
full stack: central levels at M 4.857, 5.170 meV
layer weights of these two states, layers 1-5: 0.0833 0.2500 0.3333 0.2500 0.0833
flat-band width (both bands, 6x6 grid) = 5.68 meV
plane-wave cutoff error at M = 4.4e-04 meV
N = 2: first magic angle, search 1.0722 deg, scaling 1.0722 deg
N = 3: first magic angle, search 1.5163 deg, scaling 1.5163 deg
N = 4: first magic angle, search 1.7349 deg, scaling 1.7349 deg
N = 5: first magic angle, search 1.8571 deg, scaling 1.8571 deg
N = 5 magic angle with Pauli rotation kept = 1.8571 deg
N = 5 factors with outer interfaces 5 % stronger: 1.7614 1.0500
linear potential, unit step: bilayer 1 to 2 (odd layers) 1.1547, (even layers) 1.0000
linear potential, unit step: bilayer 2 to monolayer 1.6330
effects that break the decomposition (central levels at M):
  potential step 5 meV per layer: level change 0.522 meV, leakage 1.046 %
  remote tunnelling 10 meV: level change 11.687 meV, leakage 0.022 %
  inner three layers lowered 10 meV: level change 8.360 meV, leakage 0.020 %
  top layer slid 0.02 nm: level change 0.035 meV, leakage 0.872 %
  top layer slid one bond (0.142 nm): level change 1.142 meV, leakage 16.369 %
effects that keep the decomposition:
  tunnelling decay length 0.2 nm in momentum: flat level at Gamma moves 28.35 meV
  trigonal warping at k_theta: 2.03 % of Dirac energy
Coulomb energy at moire length, permittivity 10: 18.90 meV
thermal energy at 4 K: 0.345 meV
\end{verbatim}
